# Projected range of boron in amorphous silicon near 10 keV: verification in Python

```python
"""Projected range of boron in amorphous silicon near 10 keV.

Result under test:
    Rp ~ E0 / (N * (Se + (1 + M2/(2 M1)) * Sn)),
a few nm per keV. Rp: mean depth at rest; E0: initial ion energy;
N: atomic density; Se, Sn: electronic and nuclear stopping cross sections;
M1, M2: ion and target masses. K denotes the inverse slope E/Rp found by
putting a linear Rp(E) into the transport equation without expanding in the
energy transfer. Monte Carlo collisions provide the independent depth.
Units: eV, angstrom and atomic mass units unless a name says otherwise.
Models: ZBL universal potential and Lindhard-Scharff electronic stopping.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson, solve_ivp

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
U_IN_ME = const.atomic_mass / const.m_e
COULOMB = HARTREE * BOHR
Z1, Z2 = 5, 14
M1, M2 = 11.009, 28.085
DENSITY = 0.050
E0 = 10000.0
STOP_ENERGY = 20.0
MASS_RATIO = M2 / M1
GAMMA = 4 * M1 * M2 / (M1 + M2)**2
SCREEN = 0.88534 * BOHR / (Z1**0.23 + Z2**0.23)
BETA_MAX = 15.0
AREA = np.pi * (BETA_MAX * SCREEN)**2
EPS_PER_EV = SCREEN * M2 / (Z1 * Z2 * COULOMB * (M1 + M2))
AMPLITUDES = (0.18175, 0.50986, 0.28022, 0.02817)
DECAYS = (3.19980, 0.94229, 0.40290, 0.20162)


def zbl(x):
    return sum(c * np.exp(-d * x) for c, d in zip(AMPLITUDES, DECAYS))


def zbl_slope(x):
    return sum(-c * d * np.exp(-d * x) for c, d in zip(AMPLITUDES, DECAYS))


def legendre(n, low, high):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


ANGLE_NODES, ANGLE_WEIGHTS = legendre(48, 0, np.pi / 2)


def sin2_half(eps, beta, screening=zbl):
    """sin^2(Theta/2) from the classical scattering integral."""
    eps, beta = np.broadcast_arrays(np.asarray(eps, float),
                                    np.asarray(beta, float))
    low = beta.copy()
    high = (1 / eps + np.sqrt(1 / eps**2 + 4 * beta**2)) / 2
    for _ in range(70):
        mid = (low + high) / 2
        inside = mid**2 - mid * screening(mid) / eps - beta**2 < 0
        low = np.where(inside, mid, low)
        high = np.where(inside, high, mid)
    turn = (low + high) / 2
    total = np.zeros_like(turn)
    for angle, weight in zip(ANGLE_NODES, ANGLE_WEIGHTS):
        u = np.sin(angle)
        radial = (1 - u * screening(turn / u) / (turn * eps)
                  - (beta * u / turn)**2)
        total += weight * np.cos(angle) / np.sqrt(radial)
    theta = np.pi - 2 * beta * total / turn
    return np.sin(theta / 2)**2


def lab_cosine(t):
    return (1 - (1 + MASS_RATIO) * t / 2) / np.sqrt(1 - t)


Q_NODES, Q_WEIGHTS = legendre(200, 0, 1)


def collision_moments(energy):
    """Return Sn and E*integral[1-(1-t)cos(phi)]dsigma, in eV A^2."""
    energy = np.atleast_1d(np.asarray(energy, float))
    t = GAMMA * sin2_half(EPS_PER_EV * energy[:, None],
                          BETA_MAX * Q_NODES[None, :]**2)
    measure = AREA * 4 * Q_NODES**3 * Q_WEIGHTS
    sn = energy * (t @ measure)
    loss = energy * ((1 - (1 - t) * lab_cosine(t)) @ measure)
    return sn, loss


def speed_au(energy):
    return np.sqrt(2 * energy / HARTREE / (M1 * U_IN_ME))


LS_COEFF = (8 * np.pi * Z1**(7 / 6) * Z2
            / (Z1**(2 / 3) + Z2**(2 / 3))**1.5)


def electronic(energy):
    return HARTREE * BOHR**2 * LS_COEFF * speed_au(energy)


def fitted_nuclear(energy):
    eps = EPS_PER_EV * energy
    reduced = np.log(1 + 1.1383 * eps) / (
        2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * np.sqrt(eps)))
    return np.pi * SCREEN**2 * GAMMA * energy * reduced / eps


# Scattering quadrature against the Rutherford angle.
eps_test = np.array([0.03, 0.3, 2.0])
beta_test = np.array([2.0, 0.8, 0.4])
coulomb_angle = sin2_half(eps_test, beta_test, lambda x: np.ones_like(x))
assert np.allclose(coulomb_angle, 1 / (1 + (2 * eps_test * beta_test)**2),
                   rtol=1e-6)

# Full two-body laboratory trajectory against the kinematic formulas.
impact = 0.15


def two_body(_, state):
    separation = state[0:2] - state[2:4]
    r = np.hypot(*separation)
    x = r / SCREEN
    force = Z1 * Z2 * COULOMB * (zbl(x) / r**2 - zbl_slope(x) / (SCREEN * r))
    push = force * separation / r
    return np.concatenate((state[4:8], push / M1, -push / M2))


v_start = np.sqrt(2 * E0 / M1)
track = solve_ivp(two_body, (0, 16 / v_start),
                  [-6, impact, 0, 0, v_start, 0, 0, 0],
                  method="DOP853", rtol=1e-10, atol=1e-11)
final = track.y[:, -1]
t_track = 0.5 * M2 * np.sum(final[6:8]**2) / E0
cos_track = final[4] / np.hypot(final[4], final[5])
t_formula = GAMMA * float(sin2_half(EPS_PER_EV * E0, impact / SCREEN))
assert abs(t_track / t_formula - 1) < 1e-3
assert abs(cos_track - lab_cosine(t_formula)) < 1e-3

# Drag from a shifted Fermi sphere with a constant transport cross section.
electron_density = 4 * DENSITY * BOHR**3
v_fermi = (3 * np.pi**2 * electron_density)**(1 / 3)
v_ion = speed_au(E0)
w, ww = legendre(100, 0, v_fermi)
c, cw = legendre(100, -1, 1)
relative = np.sqrt(w[:, None]**2 + v_ion**2 + 2 * w[:, None] * v_ion * c)
along = w[:, None] * c + v_ion
drag_average = np.sum((1.5 * w**2 * ww / v_fermi**3)[:, None]
                      * cw * relative * along)
drag_ratio = drag_average / (v_fermi * v_ion)
assert abs(drag_ratio - 1) < 0.03
transport_area = LS_COEFF / (4 * v_fermi) * BOHR**2

# Stopping and inverse depth slope.
energies = np.array([1000.0, 3000.0, 10000.0])
sn, directed_loss = collision_moments(energies)
se = electronic(energies)
k_full = DENSITY * (se + directed_loss)
k_simple = DENSITY * (se + (1 + MASS_RATIO / 2) * sn)
fit_ratio = fitted_nuclear(energies) / sn
assert np.all(np.abs(fit_ratio - 1) < 0.05)
assert se[1] < se[2] and sn[1] > sn[2]
assert abs(k_full[1] / k_full[2] - 1) < 0.15
sn_high, loss_high = collision_moments(100000.0)
soft_factors = np.append(directed_loss / sn, loss_high / sn_high)
assert np.all(np.diff(soft_factors) > 0)
assert np.all(soft_factors < 1 + MASS_RATIO / 2)

grid = np.geomspace(STOP_ENERGY, E0, 101)
grid_sn, _ = collision_moments(grid)
path_integral = simpson(grid / (DENSITY * (grid_sn + electronic(grid))),
                        x=np.log(grid))

# Scattering table for the Monte Carlo calculation.
LOG_EPS = np.linspace(np.log(0.001), np.log(3.0), 120)
Q_GRID = np.linspace(0, 1, 240)
TABLE = sin2_half(np.exp(LOG_EPS)[:, None], BETA_MAX * Q_GRID[None, :]**2)


def table_lookup(energy, q):
    row = (np.log(EPS_PER_EV * energy) - LOG_EPS[0]) / (LOG_EPS[1] - LOG_EPS[0])
    col = q * (len(Q_GRID) - 1)
    i = np.clip(row.astype(int), 0, len(LOG_EPS) - 2)
    j = np.clip(col.astype(int), 0, len(Q_GRID) - 2)
    a, b = row - i, col - j
    return ((1 - a) * ((1 - b) * TABLE[i, j] + b * TABLE[i, j + 1])
            + a * ((1 - b) * TABLE[i + 1, j] + b * TABLE[i + 1, j + 1]))


def implant(start_energy, drag_factor=1.0, ions=12000, seed=7):
    """Follow ions in an infinite medium; mark those crossing z=0."""
    rng = np.random.default_rng(seed)
    energy = np.full(ions, start_energy)
    depth, path = np.zeros(ions), np.zeros(ions)
    direction = np.ones(ions)
    crossed = np.zeros(ions, bool)
    root_drag = drag_factor * DENSITY * electronic(1.0)
    finished = []
    while energy.size:
        flight = rng.exponential(1 / (DENSITY * AREA), energy.size)
        depth += direction * flight
        path += flight
        crossed |= depth < 0
        root = np.maximum(np.sqrt(energy) - root_drag * flight / 2, 1.0)
        energy = root**2
        t = GAMMA * table_lookup(energy, rng.random(energy.size)**0.25)
        cosine = np.clip(lab_cosine(t), -1, 1)
        azimuth = 2 * np.pi * rng.random(energy.size)
        direction = np.clip(direction * cosine + np.cos(azimuth)
                            * np.sqrt((1 - direction**2) * (1 - cosine**2)),
                            -1, 1)
        energy = energy * (1 - t)
        live = energy > STOP_ENERGY
        if not live.all():
            done = ~live
            finished.append(np.array([depth[done], path[done], crossed[done]]))
            energy, depth, path = energy[live], depth[live], path[live]
            direction, crossed = direction[live], crossed[live]
    z, length, out = np.concatenate(finished, axis=1)
    kept = z[out == 0]
    return dict(depth=z.mean(), error=z.std() / np.sqrt(ions),
                path=length.mean(), escape=out.mean(),
                kept=kept.mean(), spread=kept.std())


run_energies = np.array([5000.0, 10000.0, 20000.0])
runs = [implant(e, seed=20 + i) for i, e in enumerate(run_energies)]
run_sn, run_loss = collision_moments(run_energies)
run_se = electronic(run_energies)
simple = run_energies / (DENSITY * (run_se + (1 + MASS_RATIO / 2) * run_sn))
full = run_energies / (DENSITY * (run_se + run_loss))
main = runs[1]
for i, run in enumerate(runs):
    assert abs(simple[i] / run["depth"] - 1) < 0.25
    assert 0.02 < run["depth"] / run_energies[i] < 0.07
assert abs(full[1] / main["depth"] - 1) < 0.12
assert abs(path_integral / main["path"] - 1) < 0.08
assert main["depth"] / main["path"] < 0.75
assert abs(main["kept"] / main["depth"] - 1) < 0.12
assert 200 < main["kept"] < 700

drag_factors = (0.75, 1.5)
drag_runs = [implant(E0, f, seed=40 + i) for i, f in enumerate(drag_factors)]
drag_predictions = [k_full[2] / (k_full[2] + (f - 1) * DENSITY * se[2])
                    for f in drag_factors]
for run, prediction in zip(drag_runs, drag_predictions):
    assert abs(run["depth"] / main["depth"] - prediction) < 0.06
    assert 200 < run["depth"] < 700

print(f"Z1, Z2: {Z1}, {Z2}; masses: {M1:.3f}, {M2:.3f} u")
print(f"atomic density: {DENSITY:.3f} per A^3")
print(f"initial / stopping energy: {E0:.0f} / {STOP_ENERGY:.0f} eV")
print(f"Coulomb constant e^2: {COULOMB:.3f} eV A")
print(f"screening length: {SCREEN:.4f} A")
print(f"largest impact parameter: {BETA_MAX * SCREEN:.3f} A")
print(f"mass ratio M2/M1: {MASS_RATIO:.3f}; gamma: {GAMMA:.4f}")
print(f"reduced energy at 10000 eV: {EPS_PER_EV * E0:.3f}")
print(f"trajectory impact parameter: {impact:.2f} A")
print(f"energy fraction, trajectory / formula: {t_track:.5f} / {t_formula:.5f}")
print(f"lab cosine, trajectory / formula: {cos_track:.5f} / "
      f"{lab_cosine(t_formula):.5f}")
print(f"ion speed / Fermi speed: {v_ion / v_fermi:.3f}")
print(f"Fermi-sphere drag / linear law: {drag_ratio:.4f}")
print(f"implied electron transport area: {transport_area:.2f} A^2")
print("stopping and K in eV/A; last column is fitted Sn / quadrature Sn")
print("E (eV)    N Se    N Sn   K simple  K full  fit ratio")
for i, e in enumerate(energies):
    print(f"{e:6.0f}  {DENSITY * se[i]:6.2f}  {DENSITY * sn[i]:6.2f}"
          f"  {k_simple[i]:7.2f}  {k_full[i]:7.2f}  {fit_ratio[i]:8.4f}")
print(f"soft-collision factor 1+M2/(2M1): {1 + MASS_RATIO / 2:.3f}")
print("full factor at 1000, 3000, 10000, 100000 eV: "
      + ", ".join(f"{x:.3f}" for x in soft_factors))
print(f"path at 10000 eV, integral / simulation: {path_integral:.1f} / "
      f"{main['path']:.1f} A")
print("depths in A: simple, full K, infinite medium, standard error")
for i, (e, run) in enumerate(zip(run_energies, runs)):
    print(f"{e:6.0f} eV: {simple[i]:.1f}, {full[i]:.1f}, "
          f"{run['depth']:.1f}, {run['error']:.1f}")
print("infinite-medium depth per energy (nm/keV): "
      + ", ".join(f"{100 * r['depth'] / e:.2f}"
                  for e, r in zip(run_energies, runs)))
print(f"simulated depth / path at 10000 eV: {main['depth'] / main['path']:.3f}")
print(f"fraction crossing surface: {100 * main['escape']:.2f} percent")
print(f"mean depth of retained ions: {main['kept']:.1f} A")
print(f"depth spread of retained ions: {main['spread']:.1f} A")
print(f"retained mean depth converted: {main['kept'] / 10:.1f} nm")
print(f"simple estimate converted: {simple[1] / 10:.1f} nm")
for f, run, prediction in zip(drag_factors, drag_runs, drag_predictions):
    print(f"drag x {f:.2f}: depth {run['depth']:.1f} A; ratio "
          f"{run['depth'] / main['depth']:.3f}, predicted {prediction:.3f}")
print("all good")
```

Running it gives:

```
Z1, Z2: 5, 14; masses: 11.009, 28.085 u
atomic density: 0.050 per A^3
initial / stopping energy: 10000 / 20 eV
Coulomb constant e^2: 14.400 eV A
screening length: 0.1427 A
largest impact parameter: 2.141 A
mass ratio M2/M1: 2.551; gamma: 0.8092
reduced energy at 10000 eV: 1.017
trajectory impact parameter: 0.15 A
energy fraction, trajectory / formula: 0.04322 / 0.04322
lab cosine, trajectory / formula: 0.94388 / 0.94388
ion speed / Fermi speed: 0.200
Fermi-sphere drag / linear law: 1.0159
implied electron transport area: 6.52 A^2
stopping and K in eV/A; last column is fitted Sn / quadrature Sn
E (eV)    N Se    N Sn   K simple  K full  fit ratio
  1000    2.06    8.10    20.49    18.24    0.9988
  3000    3.56    8.92    23.87    21.69    1.0036
 10000    6.50    7.91    24.50    22.91    1.0077
soft-collision factor 1+M2/(2M1): 2.276
full factor at 1000, 3000, 10000, 100000 eV: 1.999, 2.032, 2.075, 2.156
path at 10000 eV, integral / simulation: 819.7 / 801.7 A
depths in A: simple, full K, infinite medium, standard error
  5000 eV: 204.1, 222.0, 229.8, 1.3
 10000 eV: 408.2, 436.5, 439.7, 2.2
 20000 eV: 829.1, 870.6, 875.9, 3.7
infinite-medium depth per energy (nm/keV): 4.60, 4.40, 4.38
simulated depth / path at 10000 eV: 0.548
fraction crossing surface: 3.71 percent
mean depth of retained ions: 459.1 A
depth spread of retained ions: 221.0 A
retained mean depth converted: 45.9 nm
simple estimate converted: 40.8 nm
drag x 0.75: depth 469.6 A; ratio 1.068, predicted 1.076
drag x 1.50: depth 397.7 A; ratio 0.904, predicted 0.876
all good
```
